# When a Damped Soft Mode's Displacement Spectrum Peaks at Zero Frequency

A lattice mode with a natural wavenumber of 100 cm⁻¹ and a damping rate of 130 cm⁻¹ has a thermal displacement spectrum that peaks at 39 cm⁻¹. Raise the damping to 170 cm⁻¹, with the natural frequency held fixed, and the peak sits at zero. Yet the mode is not overdamped, since that would take 200 cm⁻¹, and its loss, the imaginary part of the response to a force, still peaks at 67 cm⁻¹. The peak reaches zero at a damping of 141 cm⁻¹, which is $\sqrt2$ times the natural wavenumber.

The model is one mode coordinate $x$, measured from equilibrium, with effective mass $m$:

$$\ddot x+\gamma\dot x+\omega_0^2x=\frac{F(t)}{m},\qquad \langle F(t)F(t')\rangle=A\,\delta(t-t').$$

Here $\omega_0>0$ is the natural angular frequency and $F$ is the random force of the other degrees of freedom, with zero mean. The damping rate $\gamma>0$ is the factor of the velocity. This convention matters: a lightly damped free oscillation has an amplitude that decays as $e^{-\gamma t/2}$, so if the amplitude decay rate $\Gamma=\gamma/2$ is called the damping rate, every threshold below is halved. Wavenumbers stand for $\omega/2\pi c$ and $\gamma/2\pi c$.

The strength $A$ follows from thermal equilibrium. During a short time $dt$ the force gives the velocity a random kick of variance $A\,dt/m^2$. Multiplying the equation of motion by $2\dot x$, averaging, and adding the effect of the kicks gives

$$\frac{d\langle\dot x^2\rangle}{dt}=-2\gamma\langle\dot x^2\rangle-2\omega_0^2\langle x\dot x\rangle+\frac{A}{m^2}.$$

In a stationary state the left side vanishes, and so does $\langle x\dot x\rangle=\tfrac12\,d\langle x^2\rangle/dt$. Classical equipartition demands $\langle\dot x^2\rangle=k_BT/m$, hence $A=2m\gamma k_BT$.

The power spectrum is the two-sided transform of the correlation function,

$$S(\omega)=\int_{-\infty}^{\infty}\langle x(t)x(0)\rangle e^{i\omega t}\,dt,\qquad \langle x^2\rangle=\int_{-\infty}^{\infty}S(\omega)\frac{d\omega}{2\pi}.$$

Let $h(s)$ be the displacement at a time $s$ after a unit impulse, so that $x(t)=\int_0^\infty h(s)F(t-s)\,ds$. In $\langle x(t)x(0)\rangle$ the delta function sets $t=s-s'$, and the transform splits into two factors:

$$S(\omega)=A\int_0^\infty h(s)e^{i\omega s}ds\int_0^\infty h(s')e^{-i\omega s'}ds'=A|\chi(\omega)|^2 .$$

The response $\chi$ is the ratio of displacement to force when both vary as $e^{-i\omega t}$. Each time derivative then gives a factor $-i\omega$, so

$$\chi(\omega)=\frac{1}{m(\omega_0^2-\omega^2-i\gamma\omega)}.$$

Inserting $A$ and taking the squared modulus,

$$S(\omega)=\frac{2\gamma k_BT}{m}\,\frac1{D},\qquad D=(\omega_0^2-\omega^2)^2+\gamma^2\omega^2 .$$

The prefactor does not depend on frequency, so $S$ is largest where $D$ is smallest. Since $D$ contains only even powers of $\omega$, put $u=\omega^2\ge0$ and complete the square:

$$D=u^2-2\left(\omega_0^2-\tfrac12\gamma^2\right)u+\omega_0^4=(u-u_*)^2+\omega_0^4-u_*^2,\qquad u_*=\omega_0^2-\tfrac12\gamma^2 .$$

This is a parabola in $u$, of which only the half with $u\ge0$ is physical. If $\gamma<\sqrt2\,\omega_0$, then $u_*>0$ and the vertex is accessible. The spectrum has two equal maxima, at $\omega=\pm\omega_p$ with

$$\omega_p=\sqrt{\omega_0^2-\tfrac12\gamma^2},$$

and $\omega=0$ is a local minimum between them. If $\gamma\ge\sqrt2\,\omega_0$, then $u_*\le0$ and $dD/du=2(u-u_*)$ is positive for every $u>0$. The spectrum then falls steadily on both sides of $\omega=0$, which is its single maximum. This proves the claim, and it includes the case of equality, where $D=\omega_0^4+\omega^4$ and the top is flat to third order. At half the natural frequency, $S(0)/S(\omega_0/2)=1+(1/2)^4=1.0625$ there.

The factor $\sqrt2$ comes from a competition visible at low frequency:

$$D\simeq\omega_0^4+(\gamma^2-2\omega_0^2)\,\omega^2 .$$

Inertia works against the restoring force and so makes the mode more compliant as the frequency rises; this is the term $-2\omega_0^2\omega^2$. Friction makes it less compliant through $\gamma^2\omega^2$. The peak is at zero once friction at least balances inertia.

The two limits of damping give a feeling for the result. For $\gamma\ll\omega_0$, expanding the root gives $\omega_p\simeq\omega_0(1-\gamma^2/4\omega_0^2)$. At a damping of 60 cm⁻¹ this is 91 cm⁻¹, and the full formula gives 90.6 cm⁻¹. For $\gamma\gg\omega_0$ the low-frequency form of $D$ becomes $\omega_0^4+\gamma^2\omega^2$, so for $|\omega|\ll\gamma$ the spectrum is close to a Lorentzian centred at zero with half-width $\omega_0^2/\gamma$. In this range inertia has dropped out, and the coordinate creeps back to equilibrium. At frequencies comparable to $\gamma$ inertia matters again, and the spectrum falls faster than the Lorentzian.

Near the threshold the peak moves quickly but has little height. With $\gamma_c=\sqrt2\,\omega_0$,

$$\omega_p^2=\tfrac12(\gamma_c-\gamma)(\gamma_c+\gamma)\simeq\gamma_c(\gamma_c-\gamma),$$

so the position goes to zero as a square root. The height relative to zero frequency is

$$\frac{S(\omega_p)}{S(0)}=\frac{\omega_0^4}{\omega_0^4-u_*^2}=\frac{\omega_0^4}{\gamma^2\omega_0^2-\gamma^4/4}.$$

For the opening case, $\gamma/\omega_0=1.3$ gives $\omega_p/\omega_0=\sqrt{1-0.845}=0.394$ and a ratio of $1/(1.690-0.714)=1.025$. The peak at 39 cm⁻¹ thus stands only 2.5% above the value at zero. At a damping of 100 cm⁻¹ it stands 33% above, and at 60 cm⁻¹ the ratio is 3.05. Reading the peak position directly off a spectrum with a few per cent of noise would therefore locate the threshold poorly; a fit of the whole curve uses more of the data.

A maximum at zero frequency does not mean that the motion has ceased to oscillate. For $t>0$ the later random force is uncorrelated with $x(0)$, so $C(t)=\langle x(t)x(0)\rangle$ obeys $\ddot C+\gamma\dot C+\omega_0^2C=0$, with $\dot C(0)=\langle\dot xx\rangle=0$. For $\gamma<2\omega_0$ the solution is

$$\frac{C(t)}{C(0)}=e^{-\gamma t/2}\left(\cos\Omega t+\frac{\gamma}{2\Omega}\sin\Omega t\right),\qquad \Omega=\sqrt{\omega_0^2-\tfrac14\gamma^2}.$$

Differentiation cancels the cosine terms and leaves $\dot C/C(0)=-(\omega_0^2/\Omega)e^{-\gamma t/2}\sin\Omega t$. The first minimum is at $\Omega t=\pi$, where $C/C(0)=-e^{-\pi\gamma/2\Omega}$. At a damping of 170 cm⁻¹ this is $-0.0063$: the correlation does swing through zero, but by less than 1% of its initial value. Between $\sqrt2\,\omega_0$ and $2\omega_0$ the mode is underdamped in time and has no side peak in its displacement spectrum.

Nor does the statement carry over to other spectra of the same mode. The velocity spectrum is $\omega^2S$, proportional to

$$\frac{u}{D}=\frac{1}{(\omega_0^2-u)^2/u+\gamma^2},$$

which is largest at $u=\omega_0^2$ for any damping. The power absorbed from a periodic force of fixed amplitude is proportional to $\omega\operatorname{Im}\chi$, hence by the relation below to $\omega^2S$, so it too peaks at $\omega_0$. The loss is the imaginary part of the response itself, without the extra factor $\omega$:

$$\operatorname{Im}\chi=\frac{\gamma\omega}{mD}=\frac{\omega S(\omega)}{2k_BT}.$$

It vanishes at $\omega=0$ and therefore cannot peak there. Setting the derivative of $\omega/D$ to zero gives $D=\omega\,dD/d\omega=2u\,dD/du$, that is

$$u^2+(\gamma^2-2\omega_0^2)u+\omega_0^4=4u^2+2(\gamma^2-2\omega_0^2)u .$$

Collecting terms, $3u^2-(2\omega_0^2-\gamma^2)u-\omega_0^4=0$. The product of the roots is negative, so one root is positive:

$$\omega_{\rm loss}^2=\frac{2\omega_0^2-\gamma^2+\sqrt{(2\omega_0^2-\gamma^2)^2+12\,\omega_0^4}}{6}.$$

At a damping of 170 cm⁻¹ the bracket $2-1.7^2$ is $-0.89$, and the peak lies at $100\sqrt{(-0.89+3.577)/6}=67$ cm⁻¹. Reading this maximum as the natural wavenumber would give a value one third too low.

The numbers are model values for a polar mode in the nonpolar tetragonal phase of a hafnia-based capacitor film at 300 K, with an effective mass of 30 u. The natural angular frequency is $1.884\times10^{13}$ rad/s, and the root-mean-square displacement $\sqrt{k_BT/m\omega_0^2}$ is 0.0153 nm, or 15.3 pm. Since $S(0)=2\gamma k_BT/m\omega_0^4=2(\gamma/\omega_0)\langle x^2\rangle/\omega_0$, a damping of 170 cm⁻¹ gives

$$S(0)=\frac{2\times1.7\times(15.31\ \text{pm})^2}{18.84\ \text{ps}^{-1}}=42.3\ \text{pm}^2\,\text{ps}.$$

With $\omega_0$ fixed, more damping raises $S(0)$ but leaves $\langle x^2\rangle$ unchanged. It also leaves the static response $\chi(0)=1/m\omega_0^2$ unchanged. A peak at zero frequency is therefore no proof that the lattice is close to an instability, where $\omega_0$ itself would tend to zero.

The classical assumption can be checked against quantum statistics. Let $S_>(\omega)$ be the transform of the ordered quantum correlation $\langle x(t)x(0)\rangle$; positive $\omega$ then means that the mode takes up energy $\hbar\omega$. Boltzmann populations give $S_>(-\omega)=e^{-\hbar\omega/k_BT}S_>(\omega)$, and linear response theory relates the commutator to the loss, $S_>(\omega)-S_>(-\omega)=2\hbar\operatorname{Im}\chi$. Solving the two relations,

$$S_>(\omega)=\frac{2\hbar\operatorname{Im}\chi}{1-e^{-\hbar\omega/k_BT}},\qquad \tfrac12\left[S_>(\omega)+S_>(-\omega)\right]=\hbar\coth\!\left(\frac{\hbar\omega}{2k_BT}\right)\operatorname{Im}\chi .$$

If the linear response keeps the form used above, the symmetrized spectrum is the classical one times $y\coth y\simeq1+y^2/3$, with $y=\hbar\omega/2k_BT$. Near zero frequency it is proportional to

$$1+\left[\frac{1}{12}\left(\frac{\hbar}{k_BT}\right)^2-\frac{\gamma^2-2\omega_0^2}{\omega_0^4}\right]\omega^2 ,$$

and the bracket changes sign at

$$\gamma_c^2=2\omega_0^2\left[1+\frac1{24}\left(\frac{\hbar\omega_0}{k_BT}\right)^2\right].$$

Here $\hbar\omega_0/k_BT=0.48$, and the threshold rises from 141.4 to 142.1 cm⁻¹, a change of 0.5%.

A scattering experiment that records the energy-loss side alone sees $S_>$, which is the classical spectrum times $z/(1-e^{-z})\simeq1+z/2$, with $z=\hbar\omega/k_BT$. This factor has a slope at $\omega=0$, so above the classical threshold it moves the maximum to a positive frequency. Balancing the slope against the classical curvature gives, to leading order in $\hbar\omega_0/k_BT$ and well above the threshold,

$$\frac{\omega}{\omega_0}\simeq\frac{\hbar\omega_0/k_BT}{4(\gamma^2/\omega_0^2-2)}=\frac{0.48}{4\times0.89}=0.135 .$$

The full expression puts the maximum at 13.0 cm⁻¹ for a damping of 170 cm⁻¹. Dividing the data by the thermal factor recovers the classical form and its peak at zero.

A larger correction comes from the assumption that friction acts instantly. Suppose that it remembers past velocities with weight $(\gamma/\tau)e^{-t/\tau}$, so that $\gamma$ in the response becomes $\gamma/(1-i\omega\tau)$. Equilibrium then requires a random force with a matching memory, and the classical relation $S=2k_BT\operatorname{Im}\chi/\omega$ includes it. Since $\operatorname{Im}\chi=-|\chi|^2\operatorname{Im}(1/\chi)$ and $-\operatorname{Im}(1/\chi)=m\omega\gamma/(1+\omega^2\tau^2)$, the factor $1+\omega^2\tau^2$ can be joined to the squared denominator of $\chi$:

$$S=\frac{2\gamma k_BT/m}{\left|(\omega_0^2-\omega^2)(1-i\omega\tau)-i\omega\gamma\right|^2}=\frac{2\gamma k_BT/m}{(\omega_0^2-\omega^2)^2+\omega^2\left[\gamma+\tau(\omega_0^2-\omega^2)\right]^2}.$$

The coefficient of $\omega^2$ in the denominator is $(\gamma+\omega_0^2\tau)^2-2\omega_0^2$. For $\omega_0\tau<\sqrt2$ it vanishes at

$$\gamma_c=\sqrt2\,\omega_0-\omega_0^2\tau .$$

Taking $1/\tau$ to correspond to 700 cm⁻¹, a rough upper edge of the phonon spectrum of hafnia, gives $\tau=7.6$ fs and $\omega_0\tau=1/7$. The threshold drops by $100/7=14.3$ cm⁻¹ to 127 cm⁻¹, which is 10% below the memoryless value. This condition and the quantum one concern the curvature at zero and could miss a higher side peak. For both examples, a scan up to $4\omega_0$ with the damping 1% above the threshold found the highest value at zero.

The thermal motion is also large enough to feel the anharmonic part of the potential. Let the restoring force be $m\omega_0^2(x+x^3/a^2)$ with $a=0.05$ nm, the rough size of the polar oxygen displacement in ferroelectric hafnia. This length only sets a scale, and the stiffening sign of the cubic term is an assumption. The relative strength of the cubic term is $(0.0153/0.05)^2=0.094$. Solving the Fokker-Planck equation of this oscillator numerically puts the threshold at 154 cm⁻¹, 9% above the harmonic one. The shift follows the stiffening of the mode. If an effective frequency is defined by $\omega_s^2=k_BT/m\langle x^2\rangle$, it corresponds to 110 cm⁻¹, and the threshold is $1.398\,\omega_s$, within about 1% of $\sqrt2\,\omega_s$. Along a path towards a polar minimum the potential softens instead, and the shift reverses. For the single-well force $m\omega_0^2(x-x^3/a^2+c\,x^5/a^4)$ the curvature at zero changes sign at 116 cm⁻¹, or $1.36\,\omega_s$, for $c=0.5$, and at 75 cm⁻¹, or $0.99\,\omega_s$, for $c=0.3$, where the rule $\sqrt2\,\omega_s$ no longer holds. If a second minimum lies behind a barrier of order $k_BT$, hopping between the wells can make zero frequency a local maximum even at weak damping. These estimates treat one cell as an isolated oscillator. In a long-wave mode shared by many cells, anharmonicity acts mainly through the other modes, and $\omega_0$ and $\gamma$ must be read as effective values at the temperature of use.

Set beside a real film, 100 cm⁻¹ is the rough scale of the lowest polar modes of tetragonal hafnia, while the mass is a round value. The dampings were chosen to cross the threshold; 141 cm⁻¹ is far more than one expects for such a mode in a well-ordered crystal, so the example represents a strongly disordered or strongly anharmonic film. A polycrystalline film also breaks the assumption of a single $\omega_0$. If grains share the same $\gamma$, $m$ and $T$ but differ in $\omega_0$, averaging the low-frequency form $S\propto\omega_0^{-4}-(\gamma^2-2\omega_0^2)\,\omega^2\omega_0^{-8}$ gives a vanishing curvature at

$$\gamma_c^2=\frac{2\langle\omega_0^{-6}\rangle}{\langle\omega_0^{-8}\rangle}\simeq2\bar\omega_0^2\,\frac{1+21\sigma^2}{1+36\sigma^2}\simeq2\bar\omega_0^2(1-15\sigma^2),$$

where $\bar\omega_0$ is the mean and $\sigma$ the small relative standard deviation. An assumed spread of 10% would lower the threshold by 6 to 8%, depending on the shape of the distribution, because soft grains weigh most in the spectrum near zero. Memory, grain spread and a stiffening cubic term each move the threshold by up to about a tenth for these parameters, the last one upwards and the other two downwards; a softening term of the same size lowers it by more. Memory and grain spread both lower it, together by roughly 16%. With these assumed values $\sqrt2\,\omega_0$ is thus only a guide, to within ten or twenty per cent as long as the potential does not soften appreciably over the thermal amplitude, whereas for the classical linear mode with instantaneous friction it is the exact boundary. The numerical output lists the values for all five dampings.

## Values computed for the example and the checks

```
natural wavenumber = 100 cm^-1
natural angular frequency = 1.8837e+13 rad/s
temperature = 300 K, mass = 30 u
rms displacement = 0.01531 nm
threshold damping, root search = 141.42 cm^-1
threshold damping = 2.6639e+13 1/s
overdamping limit = 200 cm^-1
damping | S peak | S(peak)/S(0) | loss peak (cm^-1)
60 | 90.55 | 3.0525 | 95.50
100 | 70.71 | 1.3333 | 87.61
130 | 39.37 | 1.0246 | 79.46
170 | 0.00 | 1.0000 | 66.92
250 | 0.00 | 1.0000 | 45.33
S(0) at damping 170 cm^-1 = 42.297 pm^2 ps
correlation undershoot at 170 cm^-1 = -0.00629
S(0)/S(w0/2) at threshold = 1.0625
hbar w0/(kB T) = 0.4796
quantum threshold = 142.10 cm^-1
energy-loss-side peak at damping 170 = 13.04 cm^-1
bath cutoff = 700 cm^-1
bath memory time = 7.58 fs
threshold with memory = 127.14 cm^-1
anharmonic length = 0.05 nm
quartic strength (rms/length)^2 = 0.0937
quartic-well threshold = 153.89 cm^-1
dressed wavenumber = 110.08 cm^-1
quartic threshold/dressed frequency = 1.3979
```
